Projector reconstruction of all-electron states and on-site corrections for local operators

A norm-conserving pseudopotential replaces the oscillating valence function near a nucleus by a smooth one. At the atomic reference energy the level and the outer part of the wave function are kept exactly, and near that energy approximately (part (e)), but quantities measured at the nucleus need the oscillating function back. This problem recovers it.

**Setting and conventions.** Hartree atomic units are used. One atom is treated; for several atoms with non-overlapping spheres the corrections add. The core is frozen, the states are nonrelativistic, and expectation values are valence contributions per electron. Inside the sphere r < R the all-electron potential V keeps its atomic form, and the surroundings act outside. A tilde marks pseudo quantities.

For each angular momentum we have pairs of partial waves φ_i and φ̃_i that coincide for r ≥ R. The φ̃_i are linearly independent inside R.

**(a) Find a linear operator T that turns each φ̃_i into φ_i and leaves functions unchanged outside R. Construct the projectors it needs.**

Suppose first that a pseudo-state ψ̃ is, inside R, a combination

ψ̃ = Σ_i c_i φ̃_i  (r < R).

Linearity requires its image to be Σ_i c_i φ_i there, so the change is Σ_i c_i (φ_i − φ̃_i). To read off the coefficients we need functions p_i, zero for r ≥ R, with

<p_i|φ̃_j> = δ_ij.

Projecting the expansion then gives <p_i|ψ̃> = c_i, and therefore

T = 1 + Σ_i (|φ_i> − |φ̃_i>) <p_i|.

The differences vanish outside R, so T changes nothing there.

To build the projectors, take a weight w(r) that is positive for r < R and zero beyond, and set

A_ij = <φ̃_i|w|φ̃_j>,  p_i = Σ_j (A⁻¹)_ij w φ̃_j.

A is the overlap matrix of independent functions with a positive weight, so it is invertible. With real radial functions, <p_i|φ̃_k> = Σ_j (A⁻¹)_ij A_jk = δ_ik, as required.

If ψ̃ lies in the span of the φ̃_i, the c_i do not depend on w. Otherwise they do, and a remainder is left inside R:

η = ψ̃ − Σ_i c_i φ̃_i.

Whether Tψ̃ is the all-electron eigenstate is a separate question, answered in (e).

**(b) Express the expectation value of a Hermitian local operator O in Tψ̃ through ψ̃ and matrix elements on the site. What is neglected if η ≠ 0?**

Write Tψ̃ = ψ̃ + Δ, with Δ = Σ_i c_i (φ_i − φ̃_i). Then

<Tψ̃|O|Tψ̃> = <ψ̃|O|ψ̃> + 2Re<ψ̃|O|Δ> + <Δ|O|Δ>.

Since Δ vanishes outside R and O is local, the last two terms involve ψ̃ only inside R. There ψ̃ = ψ̃₁ + η, where ψ̃₁ = Σ_i c_i φ̃_i. Let ψ₁ = ψ̃₁ + Δ = Σ_i c_i φ_i. Expanding its expectation value gives

<ψ₁|O|ψ₁> − <ψ̃₁|O|ψ̃₁> = 2Re<ψ̃₁|O|Δ> + <Δ|O|Δ>.

Substitution yields

<Tψ̃|O|Tψ̃> = <ψ̃|O|ψ̃> + Σ_ij c_i* D_ij c_j + 2Re<η|O|Δ>,

D_ij = <φ_i|O|φ_j> − <φ̃_i|O|φ̃_j>.

The integrals in D_ij need to be taken only over the sphere, because the two integrands agree outside. The first two terms are called the on-site formula below. The third, the cross term, vanishes when the partial waves are complete for ψ̃ inside R. For a nonlocal O, Δ could couple to ψ̃ outside the sphere, and this reduction would fail.

**(c) Construct the first pair from an atomic level of energy ε, so that the pseudo-wave has the same norm inside R. Find its potential.**

Write φ_1 = (u_1/r)Y_lm. The radial function obeys

−½u_1″ + [V + l(l+1)/(2r²) − ε]u_1 = 0.

Choose R beyond the outermost node and the sign so that u_1(R) > 0. Set

ũ_1 = r^(l+1) exp p(r),  t = r²/R²,

p = b₀ + b₁(t−1) + b₂(t−1)² + c(1−t)³.

The last term has zero value, slope and curvature at t = 1. The b's are therefore fixed by matching ũ_1 to u_1 through second derivatives at R:

b₀ = p(R),  b₁ = R p′(R)/2,  b₂ = [R²p″(R) − 2b₁]/8.

Here p(R), p′(R) and p″(R) are the values for p = ln(u_1/r^(l+1)). The remaining parameter c fixes the norm. Since

d/dc ∫₀ᴿ ũ_1² dr = 2∫₀ᴿ (1−t)³ ũ_1² dr > 0,

and the norm runs from zero to infinity as c runs from −∞ to +∞, exactly one c gives

∫₀ᴿ ũ_1² dr = ∫₀ᴿ u_1² dr ≡ n.

Differentiating ũ_1 twice gives

ũ_1″/ũ_1 = l(l+1)/r² + 2(l+1)p′/r + p″ + p′².

Inserting this in the radial equation cancels the centrifugal term and leaves

Ṽ_l = ε + (l+1)p′/r + ½(p″ + p′²)  (r < R).

Outside, Ṽ_l = V. Matching the curvature makes the potential continuous at R.

**(d) Form a second pair from energy derivatives. Why does it also join at R?**

Let u_E be the regular solution at energy E, with its edge value held at u_E(R) = u_1(R) ≡ a. Define u_2 = ∂u_E/∂E at E = ε. Differentiating the radial equation and the edge condition gives

−½u_2″ + [V + l(l+1)/(2r²) − ε]u_2 = u_1,  u_2(R) = 0.

Multiply this by u_1, multiply the equation for u_1 by u_2, and subtract. The potential terms cancel:

−½ d/dr (u_1u_2′ − u_2u_1′) = u_1².

Integrate from 0, where both functions vanish, to R, where u_2 = 0:

u_2′(R) = −2n/a.

The same derivation holds for ũ_2 in Ṽ_l. Because n and a are common to both problems, ũ_2 and u_2 agree in value and slope at R. Continued outward, they obey the same equation with the same source, so they coincide for r ≥ R. Norm conservation is what makes the second pair admissible in T.

The logarithmic derivative L(E) = u_E′(R)/a thus has the slope dL/dE = −2n/a² in both problems.

**(e) Does norm conservation remove the overlap correction? How does the error depend on the number of pairs?**

For O = 1, the matrix D becomes

Q_ij = ∫₀ᴿ (u_iu_j − ũ_iũ_j) dr.

By construction Q_11 = 0. To interpret Q_12, note that dL/dE = −(2/a²)∫₀ᴿ u_E² dr holds at each E for which the fixed-edge solution exists. Differentiating once more at ε gives L″ = −(4/a²)∫₀ᴿ u_1u_2 dr, so

L″ − L̃″ = −4Q_12/a².

Norm conservation at one energy does not require this to vanish. With two pairs, the on-site norm of a normalized pseudo-state is

S = 1 + Σ_ij c_i* Q_ij c_j,

and the expectation value must be divided by S.

Now consider one channel and a weak perturbation outside R that moves the level to E = ε + δ. The energy is fixed by equating L to the logarithmic derivative Λ of the decaying outer solution. The inner curves L and L̃ agree in value and slope at ε, so they differ by O(δ²). The Wronskian argument applied from R to infinity gives Λ a positive slope, while L has a negative one. The crossing is therefore regular, and the all-electron and pseudo energies differ by O(δ²).

Inside R the two normalized states are

u = N(u_1 + δu_2) + O(δ²),

ũ = Ñ(ũ_1 + δũ_2) + O(δ²).

Two projectors read off c_1 = Ñ and c_2 = Ñδ, up to O(δ²). Hence T gives Ñ(u_1 + δu_2), which has the right shape to first order. For the amplitude, compare the normalization integrals. Their outer parts agree to O(δ²), so

1/N² − 1/Ñ² = 2δQ_12 + O(δ²).

Multiplication by Ñ² gives

Ñ²/N² = 1 + 2Ñ²δQ_12 + O(δ²) = S + O(δ²).

Thus Tψ̃/√S equals the all-electron state up to O(δ²). The remainder η is also O(δ²), and so is the cross term in (b), provided the matrix elements of O are finite. With one pair, ũ_2 is not represented and the error is generally O(δ).

A constant potential shift v inside the sphere is covered by replacing δ with E − ε − v. A strongly position-dependent change there is outside this estimate.

**(f) Specialize to the contact density δ(r), the field operator cosθ/r² and the field-gradient operator (3cos²θ−1)/r³ for a state containing s and p waves with m = 0.**

Near the nucleus u_s = r u_s′(0), and Y_00 = 1/√(4π). The p wave vanishes at the origin. The contact density and its correction matrix are therefore

ρ(0) = [u_s′(0)]²/(4π),

D_ij = [u_i′(0)u_j′(0) − ũ_i′(0)ũ_j′(0)]/(4π).

For cosθ, parity leaves only the s–p terms. The angular integral is <Y_00|cosθ|Y_10> = 1/√3, so

<cosθ/r²> = (2/√3)∫ u_su_p/r² dr.

Here the correction matrix connects s partial waves with p partial waves.

For 3cos²θ−1, the s–s term has a radial integrand u_s²/r³ ∝ 1/r, which diverges logarithmically at the origin. The traceless gradient is defined by excluding a small sphere about the nucleus and letting its radius go to zero, so the angular integral is done first. The s–s term then vanishes shell by shell, because the average of cos²θ over the sphere is 1/3. The s–p terms vanish by parity. In the p state the average of cos²θ is 3/5, which gives 3·(3/5) − 1 = 4/5 and

<(3cos²θ−1)/r³> = (4/5)∫ u_p²/r³ dr.

The two radial integrals written above converge at the origin, since u_s ∝ r and u_p ∝ r² make both integrands proportional to r. An electron has charge −1, so its contribution to the traceless field gradient V_zz is minus this last expectation value.

**(g) Apply the method to a model atom with V = −[1 + 10exp(−2r)]/r and R = 2 bohr. Let a one-sided attraction outside the sphere mix s and p.**

The third s level and second p level serve as references, with ε_s = −0.2233 and ε_p = −0.1257 hartree. Their outermost nodes, at 0.89 and 0.86 bohr, lie inside R.

For s, n = 0.139694 and a = 0.497196 bohr^(−1/2). Part (d) predicts

u_2′(R) = −2(0.139694)/0.497196 = −0.56193 a.u.,

which is the slope found for both the all-electron and the pseudo wave.

The projectors use the weight w = (1 − r²/R²)². Since η ≠ 0 away from the reference energies, the coefficients, errors and cross terms quoted below belong to this choice. The error orders were first tested with an isotropic shell acting on the s state. Errors are relative to the all-electron contact density:

- Level shift −0.01116 hartree: 0.40% with one pair, 6.4×10⁻⁶ with two.
- Level shift −0.00555 hartree: 0.20% with one pair, 1.6×10⁻⁶ with two.

Halving the shift halves the first error and quarters the second, as derived in (e).

The mixing potential is −0.05 g(r)(1+cosθ) hartree, where g is zero inside R and, outside,

g = (s/2)² exp(2−s),  s = r − R in bohr.

The calculation is restricted to l ≤ 1, m = 0 and a sphere of radius 30 bohr. The all-electron and pseudo problems are diagonalized separately; their energies are −0.254695 and −0.254700 hartree. The p weight is 2.9%.

For the field gradient, the two p coefficients are c_1 = 0.169732 and c_2 = −0.020217 hartree. Their ratio, −0.119 hartree, is close to E − ε_p = −0.129 hartree. This is its leading-order value: the mixing potential vanishes inside R, so the p component there is the regular solution at energy E and is proportional to ũ_1 + δũ_2 + O(δ²) with δ = E − ε_p, as in (e). The matrix elements of r⁻³ are

D_11 = 0.321132 bohr⁻³,

D_12 = 0.096253 bohr⁻³/hartree,

D_22 = 0.028235 bohr⁻³/hartree².

With the angular factor 4/5, the corrections in bohr⁻³ are

0.8 c_1²D_11 = 0.8(0.169732)²(0.321132) = 0.007401,

0.8·2c_1c_2D_12 = 1.6(0.169732)(−0.020217)(0.096253) = −0.000528,

0.8 c_2²D_22 = 0.8(0.020217)²(0.028235) = 0.000009.

The smooth pseudo-state itself contributes 0.000824. The sum is

0.000824 + 0.007401 − 0.000528 + 0.000009 = 0.007706 bohr⁻³.

Division by S = 1.000314 gives 0.007704 bohr⁻³, against 0.007727 from the all-electron state. Within the l ≤ 1 restriction, the electron's contribution to V_zz is therefore about −7.5×10¹⁹ V/m². This is not the converged value for the mixing potential. The d amplitude is second order in that potential, so the omitted s–d term of the gradient is second order in the mixing strength, like the p–p term kept here. Admitting d waves raises the all-electron gradient by about 9%, to 0.00841 bohr⁻³ (V_zz about −8.2×10¹⁹ V/m²): the s–d term adds 0.00050 and the p–p term grows to 0.00791. The contact density moves to 0.9545 bohr⁻³ and the field to 0.01849 bohr⁻². Waves up to l = 4 leave these digits unchanged. The comparisons below stay within l ≤ 1.

The three properties compare as follows, with errors relative to the all-electron result of the same model:

- Contact density: all-electron 0.9556 bohr⁻³. The bare pseudo-state misses 99.9% of it; the errors are −1.1% with one pair and −0.007% with two.
- Field: all-electron 0.01813 bohr⁻². The errors are +13% bare, −0.6% with one pair and +0.04% with two.
- Field gradient: all-electron 0.00773 bohr⁻³. The errors are −89% bare, −5.7% with one pair and −0.3% with two.

With l ≤ 1 the gradient depends on the p wave alone, whose reference energy is 0.129 hartree from the hybrid level; for s the distance is 0.031 hartree. Its larger two-pair error is consistent with the error orders in (e), although this comparison does not isolate that cause. The one-pair errors depend strongly on the weight: with w = 1 inside R they become +0.4%, −1.1% and −0.6% for contact density, field and gradient, while the two-pair errors change only to −0.004%, +0.05% and −0.24%.

The cross term can be seen in the expectation value of 1/r over the s part inside R. With one pair, the on-site formula gives 0.107716 bohr⁻¹ and the cross term is 0.000356 bohr⁻¹. Their sum, 0.108072 bohr⁻¹, is the value obtained by applying T explicitly. With two pairs the cross term falls to −7×10⁻⁷ bohr⁻¹. The numerical check compares the contact density, field and gradient with the separate all-electron solution, and the 1/r value with T built as a matrix.

Calculated quantities

```
nuclear charge 11 e, screening 2.0 /bohr, rc 2.0 bohr, box 30 bohr
s: reference energy -0.223311 hartree, outermost node 0.893 bohr
s: norm inside rc 0.139694, u(rc) 0.497196 bohr^-1/2
s: slope of energy-derivative waves at rc: AE -0.561927, pseudo -0.561927 a.u.
s: dL/dE AE -1.13020, pseudo -1.13020 a.u.
s: d2L/dE2 AE-pseudo 0.09310, from Q12 0.09310 a.u.
p: reference energy -0.125684 hartree, outermost node 0.861 bohr
p: norm inside rc 0.044877, u(rc) 0.295701 bohr^-1/2
p: slope of energy-derivative waves at rc: AE -0.303531, pseudo -0.303531 a.u.
p: dL/dE AE -1.02648, pseudo -1.02648 a.u.
p: d2L/dE2 AE-pseudo 0.08248, from Q12 0.08248 a.u.
free s state contact density: AE 1.128922, one pair 1.128922 bohr^-3
shell -0.02 hartree: shift -0.011158 hartree, error 1 pair 4.006e-03, 2 pairs 6.376e-06
shell -0.01 hartree: shift -0.005553 hartree, error 1 pair 1.995e-03, 2 pairs 1.567e-06
error order in energy shift: 1 pair 1.00, 2 pairs 2.01
last shell: tail ratio (AE/pseudo)^2 - 1 = -6.430e-05, 1/norm - 1 = -6.227e-05
hybrid: shell -0.05 hartree, energy AE -0.254695, pseudo -0.254700 hartree
hybrid: p weight AE 0.02909, pseudo 0.02910
hybrid: norm with 1 pair 1.00000000, with 2 pairs 1.00031404
contact density (bohr^-3): AE 0.955629, bare 0.000900, 1 pair 0.944874, 2 pairs 0.955565
  relative error: bare -9.99e-01, 1 pair -1.13e-02, 2 pairs -6.69e-05
field (bohr^-2): AE 0.018127, bare 0.020487, 1 pair 0.018021, 2 pairs 0.018134
  relative error: bare 1.30e-01, 1 pair -5.82e-03, 2 pairs 3.89e-04
gradient (bohr^-3): AE 0.007727, bare 0.000824, 1 pair 0.007289, 2 pairs 0.007704
  relative error: bare -8.93e-01, 1 pair -5.67e-02, 2 pairs -2.99e-03
p coefficients: c1 0.169732, c2 -0.020217 hartree
<r^-3> corrections: D11 0.321132 bohr^-3, D12 0.096253 bohr^-3/hartree
  D22 0.028235 bohr^-3/hartree^2
gradient terms 11, 12+21, 22: 0.007401, -0.000528, 0.000009 bohr^-3
gradient before division by norm: 0.007706 bohr^-3
electronic field gradient Vzz, 2 pairs: -7.4858e+19 V/m^2
1/r inside rc, s part, 1 pair(s): T form 0.1080720, on-site 0.1077163, cross 3.56e-04 bohr^-1
1/r inside rc, s part, 2 pair(s): T form 0.1084613, on-site 0.1084620, cross -7.38e-07 bohr^-1
```
